# Pump-Probe Spectra of Vibrational Polaritons from a Transient Susceptibility, part 1

(Sections cited here and not found follow in the second part.)

## 1. The result

Molecules with a vibrational transition at angular frequency $\omega_0$ fill a cavity tuned to the same frequency, $\omega_c=\omega_0$. A pump has left a fraction $f$ of them in the first excited vibrational level. The next transition, from level 1 to level 2, lies lower by the anharmonic shift $\delta$. A weak probe then sees the response function

$$
S(\omega)=\frac{1-2f}{\omega_0-\omega-i\gamma_1/2}+\frac{2f}{\omega_0-\delta-\omega-i\gamma_2/2},
\tag{1}
$$

and the transmittance $T$ and absorptance $A$ of the cavity are

$$
T=\frac{(\kappa/2)^2}{|D|^2},\qquad
A=\frac{\kappa G^2\,\mathrm{Im}\,S}{|D|^2},\qquad
D=\omega_c-\omega-\frac{i\kappa}{2}-G^2S .
\tag{2}
$$

Here $\gamma_1$, $\gamma_2$ and $\kappa$ are the full widths of the $0\to1$ line, the $1\to2$ line and the empty cavity. Without losses and without a pump, the two polaritons lie at $\omega_0\pm G$, so their Rabi splitting is $2G$.

The first term of $S$ describes bleaching. Taken alone, it contracts the lossless splitting to $2G\sqrt{1-2f}$. The second term is new absorption, and it also moves the polaritons. To first order in $f$, without losses and away from $\delta=G$, the splitting of the original pair changes by

$$
\Delta\Omega=-\frac{2fG\delta^2}{\delta^2-G^2}.
\tag{3}
$$

This is a contraction for $\delta>G$ and an expansion for $\delta<G$. At $\delta=G$ the new transition coincides with the lower polariton. In the lossy example of Section 12, the polariton's transmission peak there first becomes lower and, at larger $f$, splits in two. Without losses and to first order in $f$, the pump therefore contracts the splitting of the pair only for $\delta>G$, and bleaching and new absorption cannot simply be assigned to separate polaritons.

## 2. The state prepared by the pump

Let the molecular levels be 0, 1 and 2, with

$$
\omega_{01}=\omega_0,\qquad \omega_{12}=\omega_0-\delta .
$$

The pump pulse is over when the probe arrives. The excited molecules have no remaining phase relation with each other or with the probe, so the density matrix of a molecule is diagonal:

$$
\rho^{(0)}=\mathrm{diag}(p_0,p_1,p_2)=\mathrm{diag}(1-f,\,f,\,0).
$$

Three further assumptions enter. The fraction $f$ is the same everywhere in the cavity. The excited molecules are oriented isotropically. And $f$ does not change while the probe field rings down. If a standing-wave pump makes $f$ vary along the cavity axis, the same $S$ can still be used with an average of $f$ weighted by the intensity of the cavity mode, as long as the molecules barely change the mode's profile. A polarized pump acting on molecules that have not yet reoriented, or relaxation as fast as the polariton decay, would require a more detailed description.

## 3. Linear response of one molecule

The time dependence is $e^{-i\omega t}$, so that absorption means a positive imaginary part of the susceptibility. The interaction with the probe field $E$ along $z$ is $-\mu_zE$. The equation of motion $i\hbar\dot\rho=[H,\rho]$ requires, to first order in $E$, the commutator

$$
[-\mu_zE,\rho^{(0)}]_{10}
=-E\left(\mu_{z,10}\,p_0-p_1\,\mu_{z,10}\right)
=-E\mu_{z,10}(p_0-p_1).
$$

Dividing by $i\hbar$ turns $-E$ into $+iE/\hbar$. With a decay rate $\gamma_1/2$ for the coherence,

$$
\dot\rho_{10}=-\left(i\omega_{01}+\frac{\gamma_1}{2}\right)\rho_{10}
+\frac{i}{\hbar}\mu_{z,10}(p_0-p_1)E .
$$

For $E=E_\omega e^{-i\omega t}$ the left side is $-i\omega\rho_{10}$, and hence

$$
\rho_{10}
=\frac{i\mu_{z,10}(p_0-p_1)E/\hbar}{i(\omega_{01}-\omega)+\gamma_1/2}
=\frac{\mu_{z,10}(p_0-p_1)E}{\hbar(\omega_{01}-\omega-i\gamma_1/2)} .
$$

The last step divides numerator and denominator by $i$ and uses $1/i=-i$. The coherence $\rho_{21}$ follows in the same way, with $p_1-p_2$, $\omega_{12}$ and $\gamma_2$.

The dipole moment at positive frequency is $\mu_{z,01}\rho_{10}+\mu_{z,12}\rho_{21}$. The conjugate coherences contribute terms with denominators near $2\omega_0$; they are dropped, which is the rotating-wave approximation. The isotropic average of $\cos^2\theta$ is

$$
\frac12\int_0^\pi\cos^2\theta\,\sin\theta\,d\theta=\frac13 ,
$$

so $|\mu_{z}|^2$ becomes $|\mu|^2/3$. With number density $n$, the susceptibility is

$$
\chi=\frac{n}{3\hbar}\left[
\frac{|\mu_{01}|^2(p_0-p_1)}{\omega_{01}-\omega-i\gamma_1/2}
+\frac{|\mu_{12}|^2(p_1-p_2)}{\omega_{12}-\omega-i\gamma_2/2}\right].
\tag{4}
$$

The populations give $p_0-p_1=1-2f$ and $p_1-p_2=f$. The factor 2 in the bleaching has a direct meaning: a molecule moved to level 1 no longer absorbs on $0\to1$, and it can be stimulated to emit on the same transition.

For the dipole ratio, take a dipole linear in the vibrational coordinate and wave functions close to harmonic. The coordinate is proportional to $b+b^\dagger$, and $b|v\rangle=\sqrt v\,|v-1\rangle$. Therefore $|\mu_{12}|^2=2|\mu_{01}|^2$. This turns the population difference $f$ into the strength $2f$, and (4) becomes

$$
\chi=\frac{n|\mu_{01}|^2}{3\hbar}\,S(\omega),
\tag{5}
$$

with $S$ from (1).

The ratio 2 belongs to the harmonic oscillator, while $\delta\neq0$ requires anharmonicity. A Morse oscillator with a linear dipole and transitions at 2000 and 1980 cm⁻¹ gives the ratio 2.010. At this anharmonicity the mismatch is half a percent, provided the dipole function itself is nearly linear.

Equation (1) was also tested against a direct propagation in time. A density matrix with $f=0.1$ received a weak short kick, and its dipole signal was Fourier transformed. The largest difference from (1) at the sampled frequencies was $2.4\times10^{-4}$ cm. This is the size of the neglected antiresonant response, about $1/(2\omega_0)=2.5\times10^{-4}$ cm when frequencies are expressed as wavenumbers. The remaining 5 percent between the two numbers is the time-step error of the Fourier sum.

## 4. Cancellation in the harmonic limit

The numerators in (1) add up to

$$
(1-2f)+2f=1 .
$$

The pump moves oscillator strength without changing its total, within the approximation $|\mu_{12}|^2=2|\mu_{01}|^2$. If $\delta=0$ and $\gamma_2=\gamma_1$, both terms have the same denominator, and $S$ does not depend on $f$ at all. Bleaching is then cancelled by absorption from the excited level.

This cancellation has a reason beyond the two-term formula. For an undamped harmonic oscillator of mass $m$,

$$
q(t)=q\cos\omega_0t+\frac{p}{m\omega_0}\sin\omega_0t ,
$$

and $[p,q]=-i\hbar$ gives

$$
[q(t),q]=-\frac{i\hbar}{m\omega_0}\sin\omega_0t .
$$

Linear response is the expectation value of this commutator. Since it is a number and not an operator, every initial state gives the same response. In the time propagation, setting $\delta=0$ with equal widths and changing $f$ from 0 to 0.3 left the response unchanged to rounding error.

A pump-probe signal in the present model therefore comes from $\delta\neq0$ or from $\gamma_2\neq\gamma_1$. The second source needs care. If the widths differ because level 2 decays faster than level 1, the decay also transfers the coherence $\rho_{21}$ into $\rho_{10}$, which (1) omits. A harmonic oscillator with energy decay at 1 cm⁻¹ and pure dephasing at 3 cm⁻¹ has $\gamma_1=4$ and $\gamma_2=6$ cm⁻¹ and still shows no pump effect, whereas (1) would predict one. At $\delta=20$ cm⁻¹ the same omission amounts to about 5 percent of the pump-induced change of $S$. Bleaching and excited-state absorption have to be kept together, because leaving out either one breaks the cancellation.

## 5. The cavity mode

In Gaussian units the dielectric function is $\varepsilon=\varepsilon_b+4\pi\chi$, where the real constant $\varepsilon_b$ describes the background. Local-field corrections are neglected. A cavity mode with fixed wavenumber $k$ obeys $c^2k^2=\omega^2\varepsilon$. Without the vibration its frequency is $\omega_c=ck/\sqrt{\varepsilon_b}$, so

$$
\omega_c^2-\omega^2=\omega^2\,\frac{4\pi\chi}{\varepsilon_b}.
$$

Near the cavity frequency, the left side is $(\omega_c-\omega)(\omega_c+\omega)\approx2\omega_c(\omega_c-\omega)$, and $\omega^2$ on the right may be replaced by $\omega_c^2$. Division by $2\omega_c$ gives

$$
\omega_c-\omega=\frac{2\pi\omega_c\chi}{\varepsilon_b}=G^2S,
\qquad
G^2=\frac{2\pi\omega_c n|\mu_{01}|^2}{3\hbar\varepsilon_b}.
\tag{6}
$$

The coupling $G$ is defined with the full density $n$; the effect of the pump is contained in $S$. For $f=0$, no losses and $\omega_c=\omega_0$, equation (6) reads $(\omega_0-\omega)^2=G^2$. Its roots are $\omega_0\pm G$, as stated at the start.

In this treatment the probe acts on each molecule through the average field, and each molecule responds through its average dipole. It is a mean-field description for many molecules, and fluctuations in the number of excited molecules are not included.

## 6. Transmission and absorption

Let the cavity be a first-order Fabry–Perot resonator with two equal lossless mirrors of intensity reflectivity $R$. Take the internal reflection amplitude as $\sqrt R$, the external one as $-\sqrt R$, and the product of the two transmission amplitudes as $1-R$. With round-trip phase $\varphi$, the sum over internal reflections is a geometric series:

$$
t=\frac{(1-R)e^{i\varphi/2}}{1-Re^{i\varphi}} .
$$

The reflected amplitude is the direct reflection plus everything that leaves again through the first mirror:

$$
r=-\sqrt R+\frac{(1-R)\sqrt R\,e^{i\varphi}}{1-Re^{i\varphi}}
=-\frac{\sqrt R\,(1-e^{i\varphi})}{1-Re^{i\varphi}} .
$$

In the numerator over the common denominator, the terms $+Re^{i\varphi}$ and $-Re^{i\varphi}$ have cancelled.

The refractive index relative to the background is $\sqrt{1+4\pi\chi/\varepsilon_b}=\sqrt{1+2G^2S/\omega_c}\approx1+G^2S/\omega_c$. The round-trip phase is $2\pi$ at the bare resonance, and close to it

$$
\varphi\approx\frac{2\pi}{\omega_c}\left(\omega+G^2S\right)
=2\pi-\frac{2\pi B}{\omega_c},
\qquad B=\omega_c-\omega-G^2S .
$$

Thus $e^{i\varphi}\approx1-2\pi iB/\omega_c$. Define the cavity width by $1-R=\pi\kappa/\omega_c$, and let $R$ be close to 1. Then

$$
1-Re^{i\varphi}\approx\frac{\pi\kappa}{\omega_c}+\frac{2\pi iB}{\omega_c}
=\frac{2\pi i}{\omega_c}\left(B-\frac{i\kappa}{2}\right)
=\frac{2\pi i}{\omega_c}D .
$$

With $e^{i\varphi/2}\approx-1$, the amplitudes become

$$
t=-\frac{\pi\kappa/\omega_c}{2\pi iD/\omega_c}=\frac{i\kappa/2}{D},
\qquad r=-\frac{B}{D} .
$$

The first gives $T=|t|^2$ in (2). The light neither transmitted nor reflected is absorbed:

$$
A=1-|t|^2-|r|^2=\frac{|D|^2-\kappa^2/4-|B|^2}{|D|^2}.
$$

Since $D=B-i\kappa/2$,

$$
|D|^2=|B|^2-\kappa\,\mathrm{Im}B+\frac{\kappa^2}{4},
\qquad \mathrm{Im}B=-G^2\,\mathrm{Im}S ,
$$

and the numerator of $A$ is $\kappa G^2\,\mathrm{Im}S$. This is (2).

Because $S$ is a sum, the absorptance separates into two channels, $A=A_{01}+A_{12}$, with

$$
A_{01}=\frac{\kappa G^2}{|D|^2}\,
\frac{(1-2f)\gamma_1/2}{(\omega_0-\omega)^2+\gamma_1^2/4},
\qquad
A_{12}=\frac{\kappa G^2}{|D|^2}\,
\frac{2f\,\gamma_2/2}{(\omega_0-\delta-\omega)^2+\gamma_2^2/4}.
\tag{7}
$$

Both share the factor $1/|D|^2$, which measures how much probe light enters the cavity. For $f<1/2$ both are positive. Beyond $f=1/2$ the $0\to1$ transition is inverted and amplifies; the discussion below stays under this limit.

The linearization requires $|\omega-\omega_c|$, $\kappa$ and $G^2|S|$ to be small compared with $\omega_c$. It was tested at $f=0.01$ against the full Fabry–Perot expressions, with the parameters of Section 12. Within 45 cm⁻¹ of resonance the largest absolute difference in $T$ or $A$ was 0.016 for $\omega_c=2000$ cm⁻¹. It fell to 0.0016 when $\omega_c$ was ten times larger, as expected for an error proportional to $1/\omega_c$. At 2000 cm⁻¹ the full expressions place the transmission maxima 0.09 to 0.15 cm⁻¹ higher than (2), so the positions quoted to 0.01 cm⁻¹ in Section 12 belong to the single-mode model. For a cavity of order $m$ the comparison scale is the mode spacing $\omega_c/m$: with the same parameters the largest difference in $T$ or $A$ grows to about 0.10 at order 10 and 0.16 at order 15, while the maxima move by less than 0.05 cm⁻¹ more.

# Second half: moving, loading and splitting the polaritons

## 7. Symbols and equations carried over

A fraction $f$ of the molecules is in level 1. The transitions are at $\omega_0$ and $\omega_0-\delta$, with full widths $\gamma_1$ and $\gamma_2$. The cavity is at $\omega_c=\omega_0$ and has full width $\kappa$. The first half gave

$$
D=\omega_0-\omega-\frac{i\kappa}{2}-G^2S,\qquad
S=\frac{1-2f}{\omega_0-\omega-i\gamma_1/2}+\frac{2f}{\omega_0-\delta-\omega-i\gamma_2/2},
$$

with $T=(\kappa/2)^2/|D|^2$ and $A=\kappa G^2\,\mathrm{Im}S/|D|^2$. The polaritons are the zeros of $D$. UP and LP denote the upper and lower polariton, which lie at $\omega_0\pm G$ for $f=0$ without losses.

This part has derived the response function $S$ of the partly excited molecules and, from it, the transmittance and absorptance of the cavity. It remains to find how the polaritons move, to derive (3), and to treat the coincidence $\delta=G$, where the lower polariton loses transmission and splits.

Numbers in the example were calculated in double precision.
